# Density-fitted exchange from half-transformed tensors, and its cost beside Coulomb: a numerical check

```python
# Density-fitted Coulomb (J) and exchange (K) matrices.
# Result under test: with a stored dense fitted tensor B[P, mu, nu],
#   J costs 2 N^2 M multiplications, K costs 2 o N^2 M,
# where N = atomic orbitals, M = auxiliary functions, o = occupied orbitals.
# K uses half-transformed tensors X[P, mu, i] = sum_nu B[P, mu, nu] C[nu, i].
# Closed shell: projector = C C^T, density = 2 C C^T; K belongs to projector.
# Algebra is in atomic units; energies are printed in eV, lengths in angstrom.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, scf, df

EV = physical_constants["Hartree energy in eV"][0]


def forward_solve(lower, rhs):
    """Solve lower @ out = rhs by forward substitution."""
    out = np.empty_like(rhs)
    for p in range(len(rhs)):
        row = rhs[p] - lower[p, :p].dot(out[:p]) if p else rhs[p]
        out[p] = row / lower[p, p]
    return out


def coulomb(B, density):
    M, N, _ = B.shape
    flat = B.reshape(M, N * N)
    gamma = flat.dot(density.reshape(N * N))
    return gamma.dot(flat).reshape(N, N)


def exchange(B, C):
    M, N, _ = B.shape
    o = C.shape[1]
    X = B.reshape(M * N, N).dot(C).reshape(M, N, o)
    Y = X.transpose(1, 0, 2).reshape(N, M * o)
    return Y.dot(Y.T)


def exchange_from_projector(B, projector):
    M, N, _ = B.shape
    Z = B.reshape(M * N, N).dot(projector).reshape(M, N, N)
    left = Z.transpose(1, 0, 2).reshape(N, M * N)
    right = B.transpose(1, 0, 2).reshape(N, M * N)
    return left.dot(right.T)


def exchange_four_index(eri, projector):
    N = len(projector)
    matrix = eri.transpose(0, 2, 1, 3).reshape(N * N, N * N)
    return matrix.dot(projector.reshape(N * N)).reshape(N, N)


class Counted:
    """Number that counts every multiplication or division done with it."""
    total = 0

    def __init__(self, value):
        self.value = value

    def __add__(self, other):
        return Counted(self.value + other.value)

    def __sub__(self, other):
        return Counted(self.value - other.value)

    def __mul__(self, other):
        Counted.total += 1
        return Counted(self.value * other.value)

    def __truediv__(self, other):
        Counted.total += 1
        return Counted(self.value / other.value)


def count_operations(routine, *arrays):
    wrap = np.frompyfunc(Counted, 1, 1)
    wrapped = [wrap(a) for a in arrays]
    Counted.total = 0
    routine(*wrapped)
    return Counted.total


# ---- cost laws, checked on the arithmetic actually executed ----
rng = np.random.default_rng(7)
measured = {}
for N, M, o in [(4, 9, 1), (7, 11, 3), (5, 12, 2), (10, 24, 4)]:
    B = rng.normal(size=(M, N, N))
    C = rng.normal(size=(N, o))
    square = rng.normal(size=(N, N))
    lower = np.tril(rng.normal(size=(M, M))) + 5 * np.eye(M)
    nJ = count_operations(coulomb, B, square)
    nK = count_operations(exchange, B, C)
    nKP = count_operations(exchange_from_projector, B, square)
    nFit = count_operations(forward_solve, lower, B.reshape(M, N * N))
    assert nJ == 2 * N**2 * M
    assert nK == 2 * o * N**2 * M
    assert nKP == 2 * N**3 * M
    assert nFit == N**2 * M * (M + 1) // 2
    if N < 8:
        eri_small = rng.normal(size=(N, N, N, N))
        n4 = count_operations(exchange_four_index, eri_small, square)
        assert n4 == N**4
    measured[N] = (M, o, nJ, nK)
growth_J = measured[10][2] / measured[5][2]
growth_K = measured[10][3] / measured[5][3]
assert growth_J == 8 and growth_K == 16

# ---- acetylene, restricted Hartree-Fock with unfitted integrals ----
r_cc, r_ch = 1.20, 1.06
atoms = [["C", (0, 0, r_cc / 2)], ["C", (0, 0, -r_cc / 2)],
         ["H", (0, 0, r_cc / 2 + r_ch)], ["H", (0, 0, -r_cc / 2 - r_ch)]]
mol = gto.M(atom=atoms, unit="Angstrom", basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
E_ref = mf.kernel()
assert mf.converged
N, o = mol.nao, mol.nelectron // 2
C = mf.mo_coeff[:, :o]
projector = C @ C.T
density = 2 * projector
h = mf.get_hcore()
S = mf.get_ovlp()
eri = mol.intor("int2e").reshape(N, N, N, N)
J_ref = np.einsum("abcd,cd->ab", eri, density)
K_ref = exchange_four_index(eri, projector)


def fitted_tensor(aux_basis):
    aux = df.addons.make_auxmol(mol, aux_basis)
    V = aux.intor("int2c2e")
    T = df.incore.aux_e2(mol, aux, intor="int3c2e", aosym="s1")
    T = np.ascontiguousarray(T.transpose(2, 0, 1)).reshape(len(V), N * N)
    B = forward_solve(np.linalg.cholesky(V), T).reshape(len(V), N, N)
    return B, V, T


def energies(J, K):
    return 0.5 * np.sum(density * J), -np.sum(projector * K)


full_set = {a: gto.basis.load("cc-pvdz-jkfit", a) for a in ("C", "H")}
cut_set = {}
for element, shells in full_set.items():
    top = max(shell[0] for shell in shells)
    cut_set[element] = [shell for shell in shells if shell[0] < top]
B, V, T = fitted_tensor(full_set)
M = len(V)
J, K = coulomb(B, density), exchange(B, C)

# Same fitted integrals, assembled explicitly without the Cholesky factor
eri_fit = (T.T @ np.linalg.solve(V, T)).reshape(N, N, N, N)
J_explicit = np.einsum("abcd,cd->ab", eri_fit, density)
K_explicit = np.einsum("acbd,cd->ab", eri_fit, projector)
assert np.allclose(J, J_explicit, atol=1e-8, rtol=0)
assert np.allclose(K, K_explicit, atol=1e-8, rtol=0)
assert np.allclose(K, exchange_from_projector(B, projector), atol=1e-9, rtol=0)

# Rotation among occupied orbitals leaves exchange unchanged
U = np.linalg.qr(rng.normal(size=(o, o)))[0]
assert np.allclose(K, exchange(B, C @ U), atol=1e-9, rtol=0)

# Fitting error over all orbital pairs is positive semidefinite
a, b = np.tril_indices(N)
pair_error = (eri - eri_fit)[a, b][:, a, b]
pair_eigs = np.linalg.eigvalsh((pair_error + pair_error.T) / 2)
assert pair_eigs[0] > -1e-9 and pair_eigs[-1] > 1e-6
assert np.linalg.eigvalsh(K_ref - K)[0] > -1e-9
rel_J = np.linalg.norm(J - J_ref) / np.linalg.norm(J_ref)
rel_K = np.linalg.norm(K - K_ref) / np.linalg.norm(K_ref)
assert rel_J < 5e-3 and rel_K < 5e-3

# Energy errors and their growth when the auxiliary set is cut
EJ_ref, EX_ref = energies(J_ref, K_ref)
EJ, EX = energies(J, K)
B_cut, V_cut, _ = fitted_tensor(cut_set)
EJ_cut, EX_cut = energies(coulomb(B_cut, density), exchange(B_cut, C))
assert EJ_cut < EJ < EJ_ref
assert EX_cut > EX > EX_ref

# Exchange integral between the two degenerate occupied pi orbitals
assert abs(mf.mo_energy[o - 1] - mf.mo_energy[o - 2]) < 1e-6
x, y = C[:, o - 2], C[:, o - 1]
pi_pair = np.outer(x, y)
pi_ref = np.einsum("ab,abcd,cd->", pi_pair, eri, pi_pair, optimize=True)
pi_fit = np.sum((B.reshape(M, N * N) @ pi_pair.ravel()) ** 2)
assert 0 <= pi_ref - pi_fit + 1e-10 < 1e-3

# Self-consistent field with the fitted builders
E_core = np.sum(density * h) + mol.energy_nuc()
assert abs(E_core + EJ_ref + EX_ref - E_ref) < 1e-7
E_fixed = E_core + EJ + EX
C_scf = C.copy()
for cycle in range(1, 201):
    old = C_scf @ C_scf.T
    fock = h + coulomb(B, 2 * old) - exchange(B, C_scf)
    C_scf = eigh(fock, S)[1][:, :o]
    change = np.max(np.abs(C_scf @ C_scf.T - old))
    if change < 1e-8:
        break
assert change < 1e-8
D_scf = 2 * C_scf @ C_scf.T
two_electron = coulomb(B, D_scf) - exchange(B, C_scf)
E_scf = np.sum(D_scf * (h + 0.5 * two_electron)) + mol.energy_nuc()
library = scf.RHF(mol).density_fit(auxbasis="cc-pvdz-jkfit")
library.conv_tol = 1e-11
E_library = library.kernel()
assert library.converged
assert abs(E_scf - E_library) < 1e-7
assert E_scf <= E_fixed + 1e-9
assert abs(E_scf - E_ref) < 1e-3

# Fitted against four-index exchange work as the orbital basis grows
basis_rows = []
for name in ("cc-pvdz", "cc-pvtz", "cc-pvqz"):
    big = gto.M(atom=atoms, unit="Angstrom", basis=name, verbose=0)
    n_aux = df.addons.make_auxmol(big, name + "-jkfit").nao
    basis_rows.append((name, big.nao, n_aux, 2 * o * n_aux / big.nao**2))
assert basis_rows[0][3] > basis_rows[1][3] > basis_rows[2][3]

print("Counted multiplications on small random tensors")
for n in (5, 10):
    m, occ, nJ, nK = measured[n]
    print(f"  N={n} M={m} o={occ}: J {nJ}, K {nK}")
print(f"  growth on doubling all sizes: J {growth_J:.0f}, K {growth_K:.0f}")
print("C2H2, RHF/cc-pVDZ, auxiliary cc-pVDZ-JKFIT")
print(f"  C-C length {r_cc:.2f} angstrom, C-H length {r_ch:.2f} angstrom")
print(f"  N = {N}, M = {M}, o = {o}")
print(f"  elements of B: {M*N*N}, of X: {M*N*o}, of four-index: {N**4}")
print(f"  multiplications for J: {2*N*N*M}")
print(f"  multiplications for K from orbitals: {2*o*N*N*M}")
print(f"  multiplications for K from density matrix: {2*N**3*M}")
print(f"  multiplications for K from four-index integrals: {N**4}")
print(f"  one-time operations to make B from T: {N*N*M*(M+1)//2}")
print(f"  relative matrix error: J {rel_J:.2e}, K {rel_K:.2e}")
print(f"  smallest eigenvalue of pair error: {pair_eigs[0]*EV:.1e} eV")
print(f"  largest eigenvalue of pair error: {pair_eigs[-1]*EV:.4f} eV")
print(f"  Coulomb energy unfitted: {EJ_ref*EV:.5f} eV")
print(f"  Coulomb energy fitted:   {EJ*EV:.5f} eV")
print(f"  exchange energy unfitted: {EX_ref*EV:.5f} eV")
print(f"  exchange energy fitted:   {EX*EV:.5f} eV")
print(f"  Coulomb error (fitted - unfitted): {(EJ-EJ_ref)*EV:.6f} eV")
print(f"  exchange error (fitted - unfitted): {(EX-EX_ref)*EV:.6f} eV")
print(f"  cut auxiliary set, highest l removed per element: M = {len(V_cut)}")
print(f"  Coulomb error with cut set: {(EJ_cut-EJ_ref)*EV:.6f} eV")
print(f"  exchange error with cut set: {(EX_cut-EX_ref)*EV:.6f} eV")
print(f"  pi-pi exchange integral unfitted: {pi_ref*EV:.6f} eV")
print(f"  pi-pi exchange integral fitted:   {pi_fit*EV:.6f} eV")
print(f"  total energy unfitted: {E_ref*EV:.5f} eV = {E_ref:.7f} hartree")
print(f"  total energy fitted SCF: {E_scf*EV:.5f} eV = {E_scf:.7f} hartree")
print(f"  total error at fixed orbitals: {(E_fixed-E_ref)*EV:.6f} eV")
print(f"  total error after fitted SCF:  {(E_scf-E_ref)*EV:.6f} eV")
print(f"  difference from library fitted SCF: {(E_scf-E_library)*EV:.1e} eV")
print(f"  fitted SCF cycles from unfitted orbitals: {cycle}")
print("Exchange work, fitted / four-index = 2 o M / N^2, for C2H2")
for name, n, m, ratio in basis_rows:
    print(f"  {name}: N = {n}, M = {m}, ratio = {ratio:.3f}")
print("no test failed")
```

Printed output:

```
Counted multiplications on small random tensors
  N=5 M=12 o=2: J 600, K 1200
  N=10 M=24 o=4: J 4800, K 19200
  growth on doubling all sizes: J 8, K 16
C2H2, RHF/cc-pVDZ, auxiliary cc-pVDZ-JKFIT
  C-C length 1.20 angstrom, C-H length 1.06 angstrom
  N = 38, M = 186, o = 7
  elements of B: 268584, of X: 49476, of four-index: 2085136
  multiplications for J: 537168
  multiplications for K from orbitals: 3760176
  multiplications for K from density matrix: 20412384
  multiplications for K from four-index integrals: 2085136
  one-time operations to make B from T: 25112604
  relative matrix error: J 4.38e-06, K 3.04e-04
  smallest eigenvalue of pair error: -3.2e-13 eV
  largest eigenvalue of pair error: 1.0861 eV
  Coulomb energy unfitted: 1662.80068 eV
  Coulomb energy fitted:   1662.79984 eV
  exchange energy unfitted: -299.06740 eV
  exchange energy fitted:   -299.06351 eV
  Coulomb error (fitted - unfitted): -0.000839 eV
  exchange error (fitted - unfitted): 0.003897 eV
  cut auxiliary set, highest l removed per element: M = 138
  Coulomb error with cut set: -0.005157 eV
  exchange error with cut set: 0.085060 eV
  pi-pi exchange integral unfitted: 0.535024 eV
  pi-pi exchange integral fitted:   0.534459 eV
  total energy unfitted: -2090.53829 eV = -76.8258653 hartree
  total energy fitted SCF: -2090.53524 eV = -76.8257530 hartree
  total error at fixed orbitals: 0.003058 eV
  total error after fitted SCF:  0.003056 eV
  difference from library fitted SCF: -3.9e-13 eV
  fitted SCF cycles from unfitted orbitals: 9
Exchange work, fitted / four-index = 2 o M / N^2, for C2H2
  cc-pvdz: N = 38, M = 186, ratio = 1.803
  cc-pvtz: N = 88, M = 218, ratio = 0.394
  cc-pvqz: N = 170, M = 314, ratio = 0.152
no test failed
```
